\section*{Space-charge energy and the self-limiting density of charged surface defects}

\section{Definitions and conventions}

An insulating crystal fills the half-space $x>0$, and its surface lies at $x=0$. It has relative permittivity $\epsilon$ and contains singly charged acceptors with uniform density $N$. The surface carries defects with areal density $\eta$. Each has charge $+qe$, where $q>0$ and $e>0$, so the surface charge density is
\begin{equation}
\sigma=qe\eta>0 .
\end{equation}
The electrons released by the defects are captured in the crystal, which stays neutral as a whole. For donors and negative defects, all signs of charge and potential are reversed.

The flat-band formation free energy $G_0$ is the cost of one isolated defect in charge state $q$, with its $q$ electrons delivered to the Fermi level deep in the crystal. It includes the defect's own polarization energy and vibrational free energy, but neither the configurational entropy nor the interaction with other defects and with the space charge. For a smeared defect charge at low temperature, defects form spontaneously when $G_0$ is negative; discreteness shifts this threshold slightly.

The defect charge is treated as a smooth sheet until the section on discreteness. The potential $\phi(x)$ vanishes deep in the crystal, and $\phi_s=\phi(0)$. Formulas are in SI form. Numbers are in eV, nm and elementary charges, which suit layers tens of nanometres wide better than Hartree units do.

\section{The shape of the compensating layer}

Consider first low temperature, with neutral acceptors available and their level at the Fermi level. Moving an electron from the Fermi level onto an acceptor then costs nothing apart from electrostatic energy. The density of ionised acceptors $n(x)$ can take any value between $0$ and $N$, and the electrostatic energy decides its form.

The system is neutral and laterally uniform, so there is no field outside. Gauss's law gives the displacement field inside,
\begin{equation}
D(x)=\sigma-e\int_0^x n(x')\,dx' .
\label{eq:gauss}
\end{equation}
Because $n\le N$,
\begin{equation}
D(x)\ge \sigma-eNx .
\end{equation}
The right-hand side is positive for $x<z$, where
\begin{equation}
z=\frac{\sigma}{eN}=\frac{q\eta}{N}.
\label{eq:width}
\end{equation}
Both sides may be squared there, so $D^2\ge(\sigma-eNx)^2$ for $x<z$. For $x>z$ we have $D^2\ge0$. Both lower bounds are reached together if $n=N$ for $x<z$ and $n=0$ beyond. The field energy, an integral of $D^2$, is therefore smallest when every acceptor next to the surface is ionised down to depth $z$. This is the depletion layer. Its width follows from neutrality: the layer charge per area, $-eNz$, must cancel $\sigma$.

\section{The space-charge energy}

In a linear dielectric the field energy per volume is $D^2/(2\epsilon\epsilon_0)$. With $D=\sigma-eNx=eN(z-x)$ in the layer,
\begin{align}
U&=\frac{1}{2\epsilon\epsilon_0}\int_0^z e^2N^2(z-x)^2\,dx
 =\frac{e^2N^2}{2\epsilon\epsilon_0}\,\frac{z^3}{3}\notag\\
 &=\frac{e^2N^2}{6\epsilon\epsilon_0}\,\frac{\sigma^3}{e^3N^3}
 =\boxed{\frac{\sigma^3}{6\epsilon\epsilon_0eN}} .
\label{eq:U}
\end{align}
The factor $6$ is the product of the $2$ in the energy density and the $3$ from integrating a parabola. An equivalent form is $U=\sigma^2z/(6\epsilon\epsilon_0)$. A plate capacitor of thickness $z$ would have $\sigma^2z/(2\epsilon\epsilon_0)$; here the field falls linearly to zero, and the mean of its square is one third of the surface value. The cubic law arises because the width of the layer grows with the charge.

The surface potential is the integral of the field $D/(\epsilon\epsilon_0)$:
\begin{equation}
\phi_s=\int_0^z\frac{eN(z-x)}{\epsilon\epsilon_0}\,dx
=\frac{eNz^2}{2\epsilon\epsilon_0}
=\frac{\sigma^2}{2\epsilon\epsilon_0eN}
=\frac{dU}{d\sigma}.
\label{eq:phi}
\end{equation}
The last equality states that $\phi_s$ is the work per unit charge needed to add charge to the surface while the layer adjusts. The positive potential lowers the electron bands near the surface by $e\phi_s$.

\section{The self-limiting density}

Inserting $\sigma=qe\eta$ into $U$ and adding the flat-band cost gives the energy per area
\begin{equation}
g(\eta)=G_0\eta+\frac{q^3e^2}{6\epsilon\epsilon_0N}\,\eta^3 .
\label{eq:g}
\end{equation}
Its derivative is the cost of one more defect,
\begin{equation}
\frac{dg}{d\eta}=G_0+\frac{q^3e^2}{2\epsilon\epsilon_0N}\,\eta^2
=G_0+qe\phi_s .
\end{equation}
For $G_0\ge0$ this is positive at every $\eta>0$, and the low-temperature density of a smeared charge is zero. For $G_0<0$ the derivative vanishes at
\begin{equation}
\boxed{\eta_0=\sqrt{\frac{2\epsilon\epsilon_0N|G_0|}{q^3e^2}}}\,,
\qquad e\phi_s=\frac{|G_0|}{q}.
\label{eq:eta0}
\end{equation}
The second derivative, $q^3e^2\eta/(\epsilon\epsilon_0N)$, is positive, so this is a minimum. Without the cubic term, $g$ would fall linearly until all sites were occupied. With it, each defect raises the potential at which the next one must form, and formation stops when $qe\phi_s$ has used up the gain $|G_0|$.

At the minimum, $q^3e^2\eta_0^2/(2\epsilon\epsilon_0N)=|G_0|$. The cubic term in $g$ is one third of this times $\eta_0$, so
\begin{equation}
g(\eta_0)=-|G_0|\eta_0+\tfrac13|G_0|\eta_0=-\tfrac23|G_0|\eta_0 .
\end{equation}
The average energy per defect is thus still negative when the density stops growing. Setting $g/\eta=0$ instead would give $\eta=\sqrt3\,\eta_0$, where one more defect costs $G_0+3|G_0|=2|G_0|$. Equilibrium is set by the derivative, not by the average.

The layer width at the limit is
\begin{equation}
z_0=\frac{q\eta_0}{N}=\sqrt{\frac{2\epsilon\epsilon_0|G_0|}{qe^2N}} .
\end{equation}
More doping gives more defects, $\eta_0\propto\sqrt N$, and a thinner layer, $z_0\propto1/\sqrt N$.

\paragraph{A thin crystal.} Let the crystal have thickness $d<z_0$ and defects on one face. As long as $\sigma<eNd$, the layer fits and $qe\phi_s<|G_0|$, so defects continue to form. At $\sigma=eNd$ every acceptor is ionised. If no other states can take electrons at comparable energy, the density stops at
\begin{equation}
\eta=\frac{Nd}{q},
\end{equation}
which is set by the supply of acceptors and does not depend on $G_0$.

\section{Configurational entropy}

At temperature $T$ the defects can be arranged in many ways. Let $M$ surface sites hold $m$ defects, with $M!/[m!(M-m)!]$ arrangements. Adding one defect multiplies this number by $(M-m)/(m+1)$. For large numbers, with $n_s$ the areal density of sites, the chemical potential gains
\begin{equation}
-kT\ln\frac{M-m}{m+1}\;\longrightarrow\;kT\ln\frac{\eta}{n_s-\eta}.
\end{equation}
For $\eta\ll n_s$ the denominator is $n_s$. In this section the space-charge energy is kept in its low-temperature form \eqref{eq:U}; the thermal response of the compensating charge is left out here. It depends on how the acceptors are occupied in the bulk. For mobile holes it is derived in the next section, and under strong bending it adds $qkT$ per defect. With
\begin{equation}
A=\frac{q^3e^2}{2\epsilon\epsilon_0NkT},
\end{equation}
equilibrium requires
\begin{equation}
G_0+kTA\eta^2+kT\ln\frac{\eta}{n_s}=0 .
\label{eq:balance}
\end{equation}
Multiply by $2/kT$ and set $y=2A\eta^2$. Since $2\ln(\eta/n_s)=\ln[y/(2An_s^2)]$,
\begin{equation}
y+\ln y=\ln(2An_s^2)-\frac{2G_0}{kT}.
\end{equation}
Exponentiation gives $ye^y=2An_s^2e^{-2G_0/kT}$. The Lambert function $W$ is defined by $W(X)e^{W(X)}=X$, so
\begin{equation}
\eta=\sqrt{\frac{1}{2A}\,W\!\left(2An_s^2e^{-2G_0/kT}\right)} .
\label{eq:lambert}
\end{equation}

Two limits show its content. For a small argument $W(X)\simeq X$, and $\eta\simeq n_se^{-G_0/kT}$, the Boltzmann law for independent defects. For $G_0<0$, dividing \eqref{eq:balance} by $kTA$ and using $\eta_0^2=|G_0|/(kTA)$ gives
\begin{equation}
\eta=\eta_0\sqrt{1+\frac{kT}{|G_0|}\ln\frac{n_s}{\eta}} .
\label{eq:entropycorr}
\end{equation}
Entropy raises the density, but under a square root instead of in an exponential.

\section{Mobile holes}

At high temperature another picture of the dopants can apply: all acceptors are ionised even in the bulk, and mobile holes of density $p(x)$ neutralise them there. Assume that the holes are non-degenerate and that electrons in the conduction band are negligible. The charge density is $e(p-N)$, and the free energy per area relative to the uncharged crystal is
\begin{equation}
\Omega=\int_0^\infty\left[\frac{D^2}{2\epsilon\epsilon_0}
+kT\left(p\ln\frac pN-p+N\right)\right]dx .
\end{equation}
The second term is the ideal-gas free energy of the holes, measured at the bulk chemical potential; it vanishes for $p=N$.

Vary $p$ and $\sigma$. Then $\delta D(0)=\delta\sigma$ and $(\delta D)'=e\,\delta p$. With $D/(\epsilon\epsilon_0)=-\phi'$, integration by parts gives
\begin{equation}
-\int_0^\infty\phi'\,\delta D\,dx
=\phi_s\,\delta\sigma+\int_0^\infty e\phi\,\delta p\,dx ,
\end{equation}
because $\phi$ vanishes deep inside. The variation of the gas term is $kT\ln(p/N)\,\delta p$. Hence
\begin{equation}
\delta\Omega=\phi_s\,\delta\sigma
+\int_0^\infty\left(e\phi+kT\ln\frac pN\right)\delta p\,dx .
\end{equation}
Equilibrium of the holes makes the bracket vanish, so $p=Ne^{-e\phi/kT}$. What remains is $d\Omega/d\sigma=\phi_s$, the same relation as \eqref{eq:phi}.

Poisson's equation is now
\begin{equation}
\epsilon\epsilon_0\phi''=eN\left(1-e^{-e\phi/kT}\right).
\end{equation}
Multiply by $\phi'$ and integrate from the bulk, where $\phi$ and $\phi'$ vanish:
\begin{equation}
\frac{\epsilon\epsilon_0}{2}\phi'^2
=eN\left[\phi-\frac{kT}{e}\left(1-e^{-e\phi/kT}\right)\right].
\end{equation}
At the surface $\phi'=-\sigma/(\epsilon\epsilon_0)$, and division by $eN$ yields
\begin{equation}
\frac{\sigma^2}{2\epsilon\epsilon_0eN}
=\phi_s-\frac{kT}{e}\left(1-e^{-e\phi_s/kT}\right).
\label{eq:pb}
\end{equation}

\paragraph{Strong bending.} If $e\phi_s\gg kT$, the exponential drops out and $\phi_s$ exceeds the depletion value by $kT/e$. Integrating \eqref{eq:pb} over $\sigma$ gives
\begin{equation}
\Omega\simeq\frac{\sigma^3}{6\epsilon\epsilon_0eN}+\frac{kT}{e}\sigma-C,
\qquad C=\frac{kT}{e}\int_0^\infty e^{-e\phi_s/kT}\,d\sigma .
\label{eq:omega}
\end{equation}
The constant $C$ does not affect the equilibrium density. The linear term adds $qkT$ per defect, so in this regime $G_0$ in \eqref{eq:lambert} is replaced by $G_0+qkT$.

\paragraph{Weak bending.} If $e\phi_s\ll kT$, then $1-e^{-u}\simeq u-u^2/2$ with $u=e\phi_s/kT$. The right-hand side of \eqref{eq:pb} becomes $e\phi_s^2/(2kT)$, and
\begin{equation}
\phi_s=\frac{\sigma\lambda}{\epsilon\epsilon_0},\qquad
\lambda=\sqrt{\frac{\epsilon\epsilon_0kT}{e^2N}},\qquad
\Omega=\frac{\sigma^2\lambda}{2\epsilon\epsilon_0}.
\end{equation}
The cubic law has given way to a quadratic one: the Debye length $\lambda$ sets the layer thickness, independently of the charge. When $G_0$ is positive and large, there are so few defects that $qe\phi_s\ll kT$, and for the smeared charge the Boltzmann law returns without the shift $qkT$. If the defects are much farther apart than $\lambda$, however, each has its own screening cloud. The free energy of this cloud is not part of $G_0$; it is negative and multiplies the Boltzmann density by a constant factor.

\section{Discreteness of the surface charge}

A point charge $Q$ at the flat interface has a radial field that is the same in both half-spaces at equal distance $r$. Its flux condition is $2\pi r^2\epsilon_0(1+\epsilon)E=Q$, so the potential is $Q/(4\pi\epsilon_0\bar\epsilon r)$ with $\bar\epsilon=(\epsilon+1)/2$.

Split the surface charge into its average and the deviation from it. The average is already in $U$. For a laterally uniform layer the cross terms vanish, since the deviation has zero net charge. The remaining energy is that of point charges in a neutralising plane. For a square array with spacing $a=\eta^{-1/2}$, it requires the sum over lattice vectors $\mathbf R$ in units of $a$,
\begin{equation}
S=\lim_{\alpha\to0}\left[\sum_{\mathbf R\neq0}\frac{e^{-\alpha^2R^2}}{R}
-\int\frac{e^{-\alpha^2r^2}}{r}\,d^2r\right]\simeq-3.900 .
\end{equation}
Half of it counts each pair once, so the energy per defect is
\begin{equation}
w=-1.950\,\frac{q^2e^2\sqrt\eta}{4\pi\epsilon_0\bar\epsilon}.
\end{equation}
The energy per area, $\eta w$, varies as $\eta^{3/2}$, and the chemical potential changes by $\tfrac32w$. The sign is negative because an ordered array keeps like charges apart. For uncorrelated, continuous positions over a rigid layer the average correction is zero. For the ordered array at low temperature, the term $\eta w\propto-\eta^{3/2}$ added to \eqref{eq:g} makes the minimum of $g$ negative at $G_0=0$ and at small positive $G_0$, so the threshold for defect formation lies slightly above zero. The square array thus serves as an estimate of what smearing omits.

\section{Worked example}

Take round model parameters: $\epsilon=10$, $N=10^{-3}\ \mathrm{nm^{-3}}$, $q=2$, $G_0=-3$ eV and $n_s=10\ \mathrm{nm^{-2}}$. In these units $e^2/\epsilon_0=18.095$ eV\,nm. Equation \eqref{eq:eta0} gives
\begin{equation}
\eta_0=\sqrt{\frac{2(10)(10^{-3})(3)}{8(18.095)}}\ \mathrm{nm^{-2}}
=0.0204\ \mathrm{nm^{-2}},
\end{equation}
or $2.04\times10^{12}\ \mathrm{cm^{-2}}$. About $0.2\%$ of the sites are occupied, although each isolated defect would gain 3 eV. The layer width is $2(0.02036)/10^{-3}=40.7$ nm, and the surface potential is $3/2=1.5$ V. With $\sigma=0.04072\,e/\mathrm{nm^2}$,
\begin{equation}
U=\frac{18.095\,(0.04072)^3}{6(10)(10^{-3})}
=0.02036\ \mathrm{eV/nm^2}.
\end{equation}
This equals $|G_0|\eta_0/3$, as it should; the digits coincide with those of $\eta_0$ because $|G_0|=3$ eV. The total, $-0.0611+0.0204=-0.0407\ \mathrm{eV/nm^2}$, is two thirds of $G_0\eta_0$.

The numerical output below confirms $U$ by summing the pair interactions of charged sheets. It also contains a minimisation over ionisation profiles on 40 cells per layer width, which finds the fully ionised layer. Its energy is higher by a fraction $3\times10^{-4}$. The trapezoidal rule for a parabola that ends at zero overestimates by $1/(2\cdot40^2)$, which accounts for the difference.

Raising $N$ from $10^{-5}$ to $10^{-2}\ \mathrm{nm^{-3}}$ raises $\eta_0$ from $0.0020$ to $0.064\ \mathrm{nm^{-2}}$, a factor $\sqrt{1000}\simeq32$, while the layer shrinks from 407 to 13 nm. At the lowest doping, a film 100 nm thick would fall under the thin-crystal case.

\paragraph{At 1000 K.} Here $kT=0.0862$ eV. Entropy alone raises the density to $0.0221\ \mathrm{nm^{-2}}$, and enumeration of defect numbers with exact binomials gives the same value. In \eqref{eq:entropycorr} the logarithmic term is $0.0862\ln(10/0.0221)=0.527$ eV, and $\sqrt{1+0.527/3}=1.084$ accounts for the rise. Mobile holes add $qkT=0.172$ eV per defect and lower the density to $0.0215\ \mathrm{nm^{-2}}$. The surface potential is then 1.76 V, above 1.5 V because entropy helps to pay for the bending.

At the surface charge of the low-temperature limit, the three terms of \eqref{eq:omega} are $0.02036+0.00351-0.00046=0.0234\ \mathrm{eV/nm^2}$, in agreement with the integrated Poisson--Boltzmann equation. Here $C$ is not evaluated from its integral. It is taken from the integrated equation, as the remainder left after subtracting the cubic and linear terms at a larger surface charge, and the program checks that this remainder does not change with $\sigma$ under strong bending. The agreement therefore tests the $\sigma$ dependence of \eqref{eq:omega}, not the value of $C$. The cubic term alone is about $13\%$ below this free energy.

The density changes character with $G_0$. It is $0.0215$, $0.0139$ and $0.0079\ \mathrm{nm^{-2}}$ for $G_0=-3$, $-1$ and $0$ eV, a weak dependence typical of the self-limited regime. At $G_0=+1.5$ eV it is $2.76\times10^{-7}\ \mathrm{nm^{-2}}$, the Boltzmann value for a smeared charge. The Lambert formula with the shift $qkT$ is then too small by a factor of $7.4\simeq e^{q}$ (here $e$ is the base of natural logarithms), since the shift belongs to strong bending. At this density the defects are about 1900 nm apart, while the Debye length is 7 nm, so each is screened separately. The free energy of its screening cloud, about $-0.06$ eV from the nonlinear Poisson--Boltzmann equation and $-0.07$ eV from its linearised form, would roughly double the density. This is a continuum estimate, since the acceptors are about 10 nm apart. For $G_0=-1$ and $-3$ eV, the dilute Boltzmann law without a field exceeds the site density by many orders of magnitude. This lies outside its range $\eta\ll n_s$; without a field, the full factor $\eta/(n_s-\eta)$ would instead fill nearly all sites.

\paragraph{Discreteness.} At $\eta_0$ the mean spacing is 7.0 nm and $\bar\epsilon=5.5$. The square array gives $w=-0.29$ eV and a shift of $-0.44$ eV in the chemical potential. Inserted as a fixed change of $G_0$, this would raise $\eta_0$ by a factor $\sqrt{3.44/3}=1.07$. Since $|w|$ is more than three times $kT$ at 1000 K, correlations between defects need not be negligible there. The actual correction is expected to lie between the small value for uncorrelated defects (of order $-0.01$ eV here, from site exclusion and the response of the layer) and roughly the ordered-array value. For $G_0=-3$ eV, lateral smearing may therefore cause an error of up to about $7\%$. The density is more sensitive when the gain $|G_0|$ is small: with $\tfrac32w(\eta)$ included in the equilibrium condition at 1000 K, an ordered array would raise it by about $13\%$ for $G_0=-1$ eV and $28\%$ for $G_0=0$. At low temperature the ordered array keeps the density finite up to $G_0\simeq+0.09$ eV, where the smeared model gives zero. Further digits of $\eta$ describe the model alone.

\section{Where the result fails}

The charge state was fixed. A competing state $q'$ of the same defect, with flat-band free energy $G_{q'}$, costs $G_{q'}+q'e\phi_s$ in the bent bands. At low temperature the limit \eqref{eq:eta0} requires
\begin{equation}
G_{q'}+\frac{q'}{q}|G_0|>0
\end{equation}
for each such state. For the neutral state, $q'=0$, the condition is $G_{0'}>0$, where $G_{0'}$ is the free energy of the neutral defect. If it is violated, neutral defects form without building up a space charge, and the field does not stop them.

The bands bend down by $e\phi_s$, which brings the conduction band towards the Fermi level. If the distance between them in the bulk does not exceed $e\phi_s$ by several $kT$, electrons collect at the surface and compensate the defects there. The depletion formula then no longer applies. In the example the bending is between 1.5 and 1.8 eV, so the model presupposes a wide gap.

Finally, the acceptors must be immobile and uniformly distributed. If they can migrate to the positive surface, $N$ is no longer a given constant, and its profile must be found together with $\eta$.

\section*{Calculated quantities}
\begin{verbatim}
e^2/eps0 = 18.0951 eV nm
relative permittivity = 10.0
dopant density N = 0.0010 nm^-3 = 1.0e+18 cm^-3
defect charge q = 2 e; G0 = -3.00 eV
site density = 10.0 nm^-2
T = 1000 K; kT = 0.08617 eV
-- low-temperature limit --
eta0 = 0.02036 nm^-2 = 2.036e+12 cm^-2
fraction of sites = 0.00204
surface charge = 0.04072 e/nm^2
layer width = 40.72 nm
surface potential, formula = 1.50000 V
surface potential, sheets = 1.50000 V
layer energy, formula = 0.020359 eV/nm^2
layer energy, sheets = 0.020359 eV/nm^2
layer energy, best profile = 0.020365 eV/nm^2
total energy at minimum = -0.040717 eV/nm^2
eta at zero average energy = 0.03526 nm^-2
its ratio to eta0 = 1.7320
-- doping dependence, low temperature --
N = 1e-05 nm^-3: eta0 = 0.00204 nm^-2, width = 407.2 nm
N = 1e-04 nm^-3: eta0 = 0.00644 nm^-2, width = 128.8 nm
N = 1e-03 nm^-3: eta0 = 0.02036 nm^-2, width = 40.7 nm
N = 1e-02 nm^-3: eta0 = 0.06438 nm^-2, width = 12.9 nm
-- entropy, depletion layer, T as above --
eta, Lambert formula = 0.02207 nm^-2
eta, enumeration = 0.02207 nm^-2
-- mobile holes, T as above --
Debye length = 6.901 nm
free energy at sigma of eta0 = 0.023406 eV/nm^2
kT*sigma/e term = 0.003509 eV/nm^2
constant term = -0.000461 eV/nm^2
shift q kT = 0.1723 eV
surface potential at full eta = 1.7645 V
eta in nm^-2: full / shifted Lambert / Boltzmann without field
G0 = -3.0 eV: 2.1535e-02 / 2.1535e-02 / 1.3162e+16
G0 = -1.0 eV: 1.3881e-02 / 1.3881e-02 / 1.0959e+06
G0 = +0.0 eV: 7.8702e-03 / 7.8319e-03 / 1.0000e+01
G0 = +1.5 eV: 2.7559e-07 / 3.7303e-08 / 2.7563e-07
-- discreteness at eta0 --
mean defect spacing = 7.009 nm
square-array constant = 1.9501
array energy per defect = -0.2914 eV
array shift of chemical potential = -0.4371 eV
\end{verbatim}
